\section*{A Monotone Godunov Level-Set Scheme for Corners in Isotropic Etching}

\section{The decision at the corner}

A trench is widened by an isotropic etch, and a calculation must decide whether a structure buried diagonally below its bottom corner is opened. If the corner stays sharp, the front travels $\sqrt2$ times the etch distance along the diagonal. If it becomes an arc, the front travels the etch distance itself. For an etch of 100~nm these are 141~nm and 100~nm. Both profiles satisfy the usual front equation wherever they are smooth, so the decision rests on how the numerical scheme treats a kink.

Let $x$ be the lateral coordinate and $z$ the depth, positive downwards. The field $\phi(x,z,t)$ is negative in gas, positive in solid and zero on the front. The unit normal $\mathbf n=\nabla\phi/|\nabla\phi|$ then points into the solid. The rate $R>0$ is constant; there is no mask, redeposition or dependence on curvature. A front point moves with velocity $R\mathbf n$ and keeps $\phi=0$, so the chain rule gives
\begin{equation}
0=\phi_t+R\,\mathbf n\cdot\nabla\phi=\phi_t+R|\nabla\phi| .
\label{eq:ls}
\end{equation}
The same law is imposed on all level lines.

\section{What the naive scheme does}

On a square grid of spacing $h$ with time step $\Delta t$, put $\lambda=R\Delta t/h$. Central differences suggest
\begin{equation}
\phi^{\rm new}=\phi-\lambda\sqrt{d_x^2+d_z^2},\qquad
d_x=\tfrac12(\phi_{\rm right}-\phi_{\rm left}),
\end{equation}
with $d_z$ formed likewise. Take a free-standing fin of half-width $w$, $\phi=w-|x|$, with a node at $x=0$. By symmetry $d_x=0$ there at every step, and $d_z=0$ because nothing depends on $z$. The centre node keeps $\phi=w$, so a sliver one node wide never disappears, although gas attacks the fin from both sides and should remove it at $t=w/R$. This exact stalling needs a node at the centre. For $w=50$~nm and $R=100$~nm/min that time is 0.50~min. At 0.75~min the central scheme still has $\phi=50$~nm at the centre; the scheme derived below has $50-100\times0.75=-25$~nm, which is gas.

The fault is more general than this symmetry. If $d_x>0$, then
\begin{equation}
\frac{\partial\phi^{\rm new}}{\partial\phi_{\rm right}}
=-\frac{\lambda}{2}\frac{d_x}{\sqrt{d_x^2+d_z^2}}<0 .
\end{equation}
Adding solid at a neighbour (raising its $\phi$) therefore removes solid here, for any $\lambda>0$. The constant-rate etch considered here preserves order: a body contained in another remains contained in it. The scheme should be monotone, meaning that $\phi^{\rm new}$ does not decrease when any input value is raised.

\section{Which solution is wanted}

In a time $t$ the gas reaches every point within $r=Rt$ of its initial region. Applied to every level line, this Huygens construction reads
\begin{equation}
\phi(\mathbf x,t)=\min_{|\mathbf y-\mathbf x|\le Rt}\phi_0(\mathbf y).
\label{eq:disc}
\end{equation}
To see in what sense it solves (\ref{eq:ls}) at kinks, note that discs of radii $R\tau$ and $R(t-\tau)$ add to one of radius $Rt$. Hence $\phi(\mathbf x,t)$ is also the minimum of $\phi(\cdot,t-\tau)$ over the disc of radius $R\tau$.

Let a smooth $\psi$ touch $\phi$ from above at $(\mathbf x,t)$. For every unit vector $\mathbf e$,
\begin{equation}
\psi(\mathbf x,t)=\phi(\mathbf x,t)\le\phi(\mathbf x-R\tau\mathbf e,t-\tau)
\le\psi(\mathbf x-R\tau\mathbf e,t-\tau).
\end{equation}
Expanding in $\tau$ gives $\psi_t+R\,\mathbf e\cdot\nabla\psi\le0$, and the choice $\mathbf e\parallel\nabla\psi$ gives $\psi_t+R|\nabla\psi|\le0$. If $\psi$ touches from below, let $\mathbf x-R\tau\mathbf e_\tau$, $|\mathbf e_\tau|\le1$, be the minimizing point. Then $\psi(\mathbf x,t)\ge\psi(\mathbf x-R\tau\mathbf e_\tau,t-\tau)$, so $\psi_t+R\,\mathbf e_\tau\cdot\nabla\psi\ge o(1)$. Since $\mathbf e_\tau\cdot\nabla\psi\le|\nabla\psi|$, it follows that $\psi_t+R|\nabla\psi|\ge0$. These two inequalities define a viscosity solution.

Now let $u,v$ be the horizontal and vertical distances from a trench-bottom corner, positive into the solid. The local gas region is $u<0,\ v<0$, so $\phi_0=\max(u,v)$. The sharp candidate $\max(u,v)-Rt$ satisfies (\ref{eq:ls}) off the line $u=v$. The plane $\psi=(u+v)/2-Rt$ touches it from below on that line, and for $R=100$~nm/min
\begin{equation}
\psi_t+R|\nabla\psi|=R\left(\tfrac1{\sqrt2}-1\right)=-29.3\ \text{nm/min}<0 ,
\end{equation}
where at least zero is required. The sharp trench corner is rejected.

At an exposed solid edge the solid is $u>0,\ v>0$, now measured from that edge, and the candidate is $\min(u,v)-Rt$. No smooth function touches this concave kink from below. One touching from above has $\psi_t=-R$ and gradient $(s,1-s)$ with $0\le s\le1$, so its residual is $R[\sqrt{1-2s(1-s)}-1]\le0$. The sharp edge is admitted.

This is the entropy condition in geometric form. Both kinks would move with velocity $(R,R)$, while information from a face $\phi=u-Rt$ moves with $(R,0)$, hence with $(0,-R)$ relative to the kink. At the edge this face occupies $v>u$ and information runs into the kink. At the sharp trench corner it occupies $v<u$ and information would have to emerge from the kink, where no initial data supply it.

\section{From the disc minimum to the update}

In one dimension, let the slopes left and right of a node be $p_-$ and $p_+$. With the nodal value set to zero, (\ref{eq:disc}) gives after a short time $\tau$
\begin{equation}
\min(0,-p_-R\tau,\;p_+R\tau)=-R\tau P,\qquad P=\max(p_-,-p_+,0).
\end{equation}
This agrees with Godunov's general rule, which takes the minimum of $R|p|$ over $[p_-,p_+]$ when $p_-\le p_+$ and the maximum over $[p_+,p_-]$ otherwise. In two dimensions the rule is applied in each direction. Because $\sqrt{p^2+q^2}$ grows with $|p|$ at fixed $q$ and with $|q|$ at fixed $p$, the two choices decouple and give $R\sqrt{P^2+Q^2}$. Since $p_-=(\phi-\phi_{\rm left})/h$ and $-p_+=(\phi-\phi_{\rm right})/h$, one has $hP=\phi-m_x$, where $m_x$ is the smallest of the node and its two $x$-neighbours. With $m_z$ defined likewise,
\begin{equation}
\phi^{\rm new}=\phi-\lambda\sqrt{(\phi-m_x)^2+(\phi-m_z)^2}.
\label{eq:god}
\end{equation}

For $A,B\ge0$, $\sqrt{A^2+B^2}$ is the largest value of $|a|A+|b|B$ with $a^2+b^2\le1$. Let the signs of $a$ and $b$ select the neighbours $\phi_a$ and $\phi_b$. Then (\ref{eq:god}) becomes
\begin{equation}
\phi^{\rm new}=\min_{a^2+b^2\le1}
\bigl[(1-\lambda|a|-\lambda|b|)\phi+\lambda|a|\phi_a+\lambda|b|\phi_b\bigr].
\label{eq:control}
\end{equation}
If both neighbours in one direction lie higher than the node, the minimum sets that component to zero, as $m_x=\phi$ does in (\ref{eq:god}). Because $|a|+|b|\le\sqrt2$, all weights are non-negative when
\begin{equation}
\lambda=\frac{R\Delta t}{h}\le\frac1{\sqrt2},
\end{equation}
and a minimum of such averages is monotone. The limit is also necessary: a spike of height $s$ among zeros becomes $s(1-\sqrt2\lambda)$, which decreases with $s$ beyond it. A unit spike becomes 0.010 at $\lambda=0.7$ and $-0.273$ at $\lambda=0.9$.

\section{Why it converges, and how fast}

Equation (\ref{eq:control}) is the best expected value for a walker who steps by $h$ along $x$ with probability $\lambda|a|$, along $z$ with probability $\lambda|b|$, and otherwise waits. Over $n$ steps, with $n\lambda h=r$, the numerical value is the minimum over all control policies of the mean of $\phi_0(\mathbf x+\mathbf D+\mathbf M)$. Here $\mathbf D=\sum_k\lambda h(a_k,b_k)$ is the drift, so $|\mathbf D|\le r$, and $\mathbf M$ is the sum of the steps minus their conditional means. Cross terms in $|\mathbf M|^2$ average to zero, and a variance does not exceed a mean square, so
\begin{equation}
\langle|\mathbf M|^2\rangle\le\sum_k\lambda h^2\langle|a_k|+|b_k|\rangle
\le n\sqrt2\,\lambda h^2=\sqrt2\,rh .
\end{equation}
Let $\phi_0$ change by at most $L$ per unit distance. Under any policy $\phi_0(\mathbf x+\mathbf D+\mathbf M)\ge\phi(\mathbf x,t)-L|\mathbf M|$, because $\mathbf x+\mathbf D$ lies in the disc. Conversely, the constant control that drifts to the minimizing point costs at most $\phi(\mathbf x,t)+L\langle|\mathbf M|\rangle$. Since $\langle|\mathbf M|\rangle^2\le\langle|\mathbf M|^2\rangle$,
\begin{equation}
|\phi_{\rm num}-\phi|\le L\,(\sqrt2\,r h)^{1/2}.
\label{eq:bound}
\end{equation}
The scheme therefore approaches the disc minimum, kinks included.

\section{A trench with both kinds of corner}

Let the trench have half-width $w_0=100$~nm and depth $D_0=300$~nm. A union of gas regions is a minimum and an intersection a maximum, so with $u=x-w_0$ and $v=z-D_0$
\begin{equation}
\phi_0=\min[z,\max(u,v)],\qquad L=1 .
\end{equation}
The disc minimum commutes with the outer minimum. The first part gives $z-r$. For the second, if $|u-v|\ge r$ the larger coordinate is lowered by $r$, giving $\max(u,v)-r$. Otherwise the lowest reachable value $m$ is that for which the quadrant $u'\le m,\ v'\le m$ just touches the disc:
\begin{align}
(u-m)^2+(v-m)^2&=r^2,\\
2m^2-2(u+v)m+u^2+v^2-r^2&=0,\\
m&=\tfrac12\left[u+v-\sqrt{2r^2-(u-v)^2}\right].
\label{eq:fan}
\end{align}
The smaller root is taken because $m$ lies below both $u$ and $v$. Setting $m=0$ and squaring gives $u^2+v^2=r^2$, and $|u-v|<r$ then requires $uv>0$. The bottom corner is a quarter circle about its original position.

At the top edge both faces recede by $r$ and their intersection moves by $\sqrt2\,r$. For a solid wedge of full angle $2\alpha$ the tip moves by $r/\sin\alpha$, so thin wedges shorten fastest. This holds while both faces survive. Once $r>D_0$ the vertical wall is gone, and the surface $z=r$ meets the arc at $u=\sqrt{r^2-(r-D_0)^2}$. The angle $\beta$ between their normals obeys $\cos\beta=(r-D_0)/r$. The edge is still a kink, but it flattens as $r$ grows, while the depth difference between surface and trench floor stays $D_0$.

The calculation proceeds as follows.
\begin{enumerate}
\item Place nodes half a cell inside the domain and evaluate $\phi_0$.
\item Choose $\lambda=0.5$ and $\Delta t=\lambda h/R$.
\item Copy the edge values outwards, which makes each boundary a mirror, and apply (\ref{eq:god}) to all nodes from the old values.
\item After $r/(\lambda h)$ steps, find $\phi=0$ by bilinear interpolation.
\end{enumerate}
With $r=100$~nm and $h=1.25$~nm this takes $100/(0.5\times1.25)=160$ steps. Errors are measured where $|\phi|\le50$~nm; there the minimizing points lie inside the domain, so the mirrors do not alter the reference solution.

\section{Reading the numbers}

Distances are measured at $45^\circ$ from the original corners. The error is the largest $|\phi_{\rm num}-\phi|$ in the band. All lengths are in nm, and the full numerical output follows the text.
\begin{center}
\begin{tabular}{ccccc}
$h$ & error & bound (\ref{eq:bound}) & bottom & top\\
10 & 7.80 & 37.6 & 88.9 & 146.8\\
5 & 4.69 & 26.6 & 93.4 & 144.1\\
2.5 & 2.76 & 18.8 & 96.1 & 142.8\\
1.25 & 1.59 & 13.3 & 97.8 & 142.1\\
exact & & & 100.0 & 141.4
\end{tabular}
\end{center}
Even the coarsest grid separates the arc from the sharp rival at 141.4~nm. The remaining errors have opposite signs, and both can be traced.

At the bottom, expand the backward differences in (\ref{eq:god}) for $r\gg h$. The leading source of error in $\phi$ is $\tfrac12Rh(n_x\phi_{xx}+n_z\phi_{zz})-\tfrac12\Delta t\,\phi_{tt}$. On the diagonal (\ref{eq:fan}) gives $n_x=n_z=1/\sqrt2$, $\phi_{xx}=\phi_{zz}=1/(2\sqrt2\,r)$ and $\phi_{tt}=0$, so the source is $Rh/(4r)$. Integrating over time with $r=Rt$, from a radius $r_0$ of a few cells where the expansion begins to hold, adds $\tfrac h4\ln(r/r_0)$ to $\phi$. Along the diagonal $\phi$ has slope $1/\sqrt2$, so the front lags by
\begin{equation}
\delta\simeq\frac{\sqrt2}{4}\,h\ln\frac{r}{r_0}+O(h).
\end{equation}
With $r_0\propto h$, each halving of $h$ should add $\tfrac{\sqrt2}{4}\ln2\approx0.25$ to $\delta/h$. The measured lags 11.10, 6.65, 3.90 and 2.25~nm give $\delta/h=1.11$, 1.33, 1.56 and 1.80, with increments of 0.22 to 0.24. The logarithm accounts for an observed order of 0.79 instead of one. On the finest grid the radius is 2\% short at $45^\circ$ and 0.5\% short at $0^\circ$ and $90^\circ$.

At the top edge the directional rule combines two unit slopes into $\sqrt2$, so the scheme at first etches the diagonal node too fast. A steady profile then forms. Number the nodes by $i,j$ along $x,z$, put $k=i-j$, and write $\phi=h[(i+j)/2-g_k]-Rt$ up to a constant shift of origin; the exact solution has $g_k=|k|/2$. The backward differences in units of $h$ are
\begin{equation}
p_k=\tfrac12-g_k+g_{k-1},\qquad q_k=\tfrac12-g_k+g_{k+1}=1-p_{k+1}.
\end{equation}
Steady motion at rate $R$ requires $p_k^2+q_k^2=1$. Symmetry gives $p_0=q_0=1/\sqrt2$, and thereafter $p_{k+1}=1-\sqrt{1-p_k^2}$. Summing $g_k-g_{k-1}=\tfrac12-p_k$ outwards, where $g_k\to k/2$, yields $g_0=\sum_{k\ge1}p_k=0.3377$. The diagonal value is thus low by $0.3377\,h$. The scheme shows this same offset at 0.5 and 1.0~min, so the error does not accumulate.

The position also carries an interpolation error. On these grids the exact edge lies at a cell centre, because the nodes sit half a cell inside the domain and $w_0$ and $r$ are multiples of $h$. That cell has diagonal values $-(\tfrac12+g_0)h$ and $(\tfrac12-g_0)h$, and both other corners have $-g_1h$ with $g_1=g_0-\tfrac12+1/\sqrt2=0.545$. Bilinear interpolation places the zero 0.88 of the way along the cell diagonal, or $\sqrt2(0.88-0.50)h\approx0.54\,h$ beyond the exact edge. The measured excess is 5.4~nm at $h=10$~nm and 0.68~nm at $h=1.25$~nm, as this predicts. The factor depends on where the edge falls in the cell; for an edge on a node the same profile gives $0.62\,h$.

\section{Where the choice changes}

For uniform deposition the front moves towards the gas. Replacing $\phi$ by $-\phi$ exchanges gas and solid and restores (\ref{eq:ls}), so the minima in (\ref{eq:god}) become maxima:
\begin{equation}
\phi^{\rm new}=\phi+\lambda\sqrt{(M_x-\phi)^2+(M_z-\phi)^2}.
\end{equation}
Trench corners then stay sharp and exposed edges become round. Using the etching formula for deposition would take information from the wrong side.

The disc construction fails when the rate depends on direction, as with ion bombardment, because the disc is no longer the set reached in a given time. It also fails when the local rate depends on shadowing by the rest of the profile, because the distance etched in a given time then varies from place to place. In deposition, shadowing can also destroy the order-preserving property on which the design rests: enlarging a solid can shield another surface, which then grows less than it would beside the smaller solid. In etching the same shielding leaves more solid behind, which is consistent with order.

\section*{Values computed for the example and the checks}
\begin{verbatim}
etch rate R = 100 nm/min, time = 1.00 min
etch distance r = 100.0 nm
trench half-width = 100 nm, depth = 300 nm
domain: x 0 to 400 nm, z -100 to 500 nm
lam used = 0.50, monotone limit = 0.7071
Hamiltonian: formula vs definition, max diff = 3.0e-03
update vs minimum over controls, max diff = 5.1e-07
unit spike after one step, lam 0.7: 0.0101
unit spike after one step, lam 0.9: -0.2728
closed solution vs sampled disc, max diff = 0.302 nm
touching-plane residual of rival = -29.29 nm/min
error = max |phi - exact| where |exact| <= 50 nm
h = 10.00 nm: steps  20, error 7.798 nm, bound 37.61 nm
   bottom corner at 45 deg 88.90 nm, top edge 146.81 nm
h =  5.00 nm: steps  40, error 4.685 nm, bound 26.59 nm
   bottom corner at 45 deg 93.35 nm, top edge 144.12 nm
h =  2.50 nm: steps  80, error 2.755 nm, bound 18.80 nm
   bottom corner at 45 deg 96.10 nm, top edge 142.77 nm
h =  1.25 nm: steps 160, error 1.589 nm, bound 13.30 nm
   bottom corner at 45 deg 97.75 nm, top edge 142.10 nm
observed order, two finest grids = 0.79
exact bottom-corner distance = 100.00 nm
exact top-edge distance = 141.42 nm
rival (sharp) bottom-corner distance = 141.42 nm
finest grid, arc radius at  0.0 deg = 99.51 nm
finest grid, arc radius at 22.5 deg = 98.09 nm
finest grid, arc radius at 45.0 deg = 97.75 nm
finest grid, arc radius at 67.5 deg = 98.09 nm
finest grid, arc radius at 90.0 deg = 99.51 nm
sharp-edge offset, recursion = -0.3377 h
sharp-edge offset, scheme at 0.5 min = -0.3377 h
sharp-edge offset, scheme at 1.0 min = -0.3377 h
fin half-width = 50 nm, h = 5 nm
exact fin removal time = 0.50 min
fin centre phi at 0.75 min, Godunov = -25.00 nm
fin centre phi at 0.75 min, central = 50.00 nm
\end{verbatim}
